# Self-trapping of a single Holstein polaron is a smooth crossover

**The argument under review**

The manuscript considers one excess electron in a switching oxide. It lets the lattice relax around a trial electron density, minimizes the total energy, and finds that the slope of this energy jumps at a critical coupling. Below the jump the electron is spread out; above it the electron sits in a dip of its own making. The manuscript concludes that self-trapping is a sharp quantum phase transition. Does this conclusion survive when the phonons have a finite frequency?

**1. What was calculated**

Take a ring of \(N\) sites with one electron, hopping \(t>0\) and phonon energy \(\hbar\omega>0\):

\[
H=-t\sum_i(c_i^\dagger c_{i+1}+\text{h.c.})+\hbar\omega\sum_i b_i^\dagger b_i-g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).
\]

The zero-point energy is left out. Let \(E_p=g^2\hbar\omega\) and \(\lambda=E_p/2t\). A product of an electron state \(\psi_i\) (real, normalized) and coherent phonon states of amplitude \(\beta_i\) has energy

\[
-2t\sum_i\psi_i\psi_{i+1}+\hbar\omega\sum_i\beta_i^2-2g\hbar\omega\sum_i\psi_i^2\beta_i .
\]

Setting the derivative with respect to \(\beta_i\) to zero gives \(\beta_i=g\psi_i^2\), so

\[
E_{\rm cl}=\min_\psi\Big[-2t\sum_i\psi_i\psi_{i+1}-E_p\sum_i\psi_i^4\Big].
\]

This is the manuscript's functional. To test the uniform solution, add a wave of momentum \(q=2\pi/N\) with \(N\ge4\): \(\psi_i=\sqrt{1-a^2}/\sqrt N+a\sqrt{2/N}\cos(qi)\). With \(\varepsilon_q=2t(1-\cos q)\), the hopping energy rises by \(a^2\varepsilon_q\). In \(\sum\psi^4\) the uniform part contributes \(-2a^2/N\) and the cross term \(+6a^2/N\). Hence

\[
\Delta E=a^2\left(\varepsilon_q-\frac{4E_p}{N}\right),\qquad \lambda_{\rm stab}=\frac N4\left(1-\cos\frac{2\pi}N\right).
\]

For \(N=4\) this limit is \(\lambda=1\). A localized state with hopping energy \(T\) wins once \(T-E_p\sum\psi^4<-2t-E_p/4\), which first happens at

\[
\lambda_c=\min_\psi\frac{T+2t}{2t(\sum_i\psi_i^4-1/4)} .
\]

A numerical search gives \(\lambda_c=0.914\). The uniform state is still locally stable there, so the winner lies a finite distance away. Since \(dE_{\rm cl}/dE_p=-\sum\psi^4\) at the minimum, the slope jumps, from \(-0.25\) to \(-0.50\). The kink is therefore real, as a property of \(E_{\rm cl}\) on this four-site ring. A jump at the point where the uniform state gives way is not general: on rings of 6, 8 and 12 sites the localized state grows continuously out of the uniform one at \(\lambda_{\rm stab}\), so the slope does not jump at that coupling. This says nothing about slightly larger couplings: on six sites \(\sum\psi^4\) exceeds its uniform value by only 0.027 at \(\lambda=0.765\) but by 0.17 at \(\lambda=0.78\), and whether that rise contains a jump is not settled here. For long rings \(\lambda_{\rm stab}\simeq\pi^2/2N\) tends to zero, so this threshold is not a property of the infinite chain.

**2. What was left out**

\(E_{\rm cl}\) is an expectation value of \(H\), so the true ground-state energy obeys \(E_0\le E_{\rm cl}\). For a lower bound, first separate the uniform phonon mode. It couples only to the total charge, which is one, and contributes exactly \(-E_p/N\). In each of the other \(N-1\) modes, write \(\hbar\omega b^\dagger b=\tfrac12\hbar\omega(x^2+p^2-1)\) and drop the non-negative \(p^2\). The coordinates \(x\) are then plain numbers, and minimizing over them restores the classical functional. Thus

\[
E_{\rm cl}-\tfrac12(N-1)\hbar\omega\le E_0\le E_{\rm cl}.
\]

The dropped term is the lattice kinetic energy. It lets the distortion tunnel from site to site together with the electron. The kink is established only for \(\hbar\omega\to0\) at fixed \(t\) and \(\lambda\).

**3. The ring at finite frequency**

*Uniqueness.* Take \(g>0\) and use the basis of electron site and phonon numbers. Every off-diagonal element of \(H\) is zero or negative, and hops and phonon creation or removal connect all configurations. Replacing a real ground state \(\psi\) by \(|\psi|\) cannot raise the energy, so \(|\psi|\) is also a ground state and obeys

\[
(H_{cc}-E_0)|\psi_c|=\sum_{c'\ne c}|H_{cc'}||\psi_{c'}| .
\]

If one component vanished, all its neighbours would vanish, and then every component. So \(|\psi|\) is strictly positive. The combinations \(|\psi|\pm\psi\) are ground states or zero, and by the same reasoning each is strictly positive or zero; hence \(\psi\) has one sign. Two such states cannot be orthogonal, so the ground state is unique. A translation maps it to itself: it has total momentum \(K=0\) and density \(1/N\) on every site, at every coupling.

*Smoothness.* The coupling grows only as the square root of the phonon number, so it is bounded relative to the phonon energy with an arbitrarily small coefficient. The spectrum of the finite ring is discrete. Analytic perturbation theory then makes a simple, isolated level an analytic function of \(g\). At \(g=0\) the ground state is the \(K=0\) electron without phonons, also unique. The change \(b_i\to-b_i\) reverses \(g\), so \(E_0\) is even in \(g\), and hence analytic in \(g^2\) and in \(\lambda\).

*Size of the curvature.* \(H\) is linear in \(g\). With \(V=\partial H/\partial g\) and \(\Delta\) the gap within \(K=0\), second-order perturbation theory about the given \(g\) yields

\[
-E_0''(g)=2\sum_{n>0}\frac{|\langle n|V|0\rangle|^2}{E_n-E_0}\le\frac{2\,{\rm Var}(V)}{\Delta}.
\]

A finite gap forbids a kink.

**4. Is this only a finite-size effect?**

The authors could fairly reply that small systems often round true transitions. The infinite chain needs its own proof.

At fixed \(K\), describe phonons by their positions relative to the electron. Momentum enters only as phases on the hops. Taking absolute values shows that no \(K\) lies below \(K=0\), so \(E_0\) is the bottom of the whole spectrum. The uniqueness argument also holds at \(K=0\), provided \(E_0\) is an isolated eigenvalue.

Consider states whose rightmost phonon, at site \(m\), lies at least two sites to the right of the electron. Coupling acts at the electron's site and cannot touch that phonon; hops between such configurations keep \(m\) fixed. Removing one phonon at \(m\) leaves all these matrix elements unchanged except for an energy \(\hbar\omega\). The energy is therefore at least \(E_0+\hbar\omega\). A wave packet of width \(L\) built from a \(K=0\) state reproduces its energy up to \(O(t/L^2)\), so the bound holds within \(K=0\). Phonons far to the left are treated alike.

Now split any state with smooth weights \(u_0^2+u_1^2+u_2^2=1\): all phonons within \(2R\), some phonon beyond \(R\) on the right, some beyond \(R\) on the left. Since \(1-\sum_a u_au_a'=\tfrac12\sum_a(u_a-u_a')^2\), and a hop changes distances by one site, the splitting costs \(O(t/R^2)\). The first part involves finitely many modes and, at bounded energy, cannot supply a continuum. Letting \(R\to\infty\), the continuum starts no lower than \(E_0+\hbar\omega\). So \(E_0\) is an isolated, simple eigenvalue, and analyticity follows as before.

**5. What "self-trapped" can still mean**

Differentiating with respect to \(g\), and using \(dE_p=2g\hbar\omega\,dg\), gives

\[
s\equiv-\frac{dE_0}{dE_p}=\frac1{2g}\Big\langle\sum_i n_i(b_i+b_i^\dagger)\Big\rangle .
\]

In an eigenstate \(\langle[H,b_i]\rangle=0\), which gives \(\langle b_i\rangle=g\langle n_i\rangle\). The total displacement \(\langle\sum_i(b_i+b_i^\dagger)\rangle\) is therefore \(2g\), and \(s\) is the share of it found on the electron's own site. The distortion follows the electron, though neither is pinned.

For weak coupling, the electron emits a phonon \(q\) and recoils, at an energy cost \(\hbar\omega+\varepsilon_q\):

\[
E_0\simeq-2t-\frac{E_p}{N}\sum_q\frac{\hbar\omega}{\hbar\omega+\varepsilon_q},\qquad
s\to\frac1N\sum_q\frac{\hbar\omega}{\hbar\omega+\varepsilon_q}.
\]

For strong coupling at fixed \(\hbar\omega\), a frozen electron gives \(E_0\le-E_p\), while minimizing hopping and the rest separately gives \(E_0\ge-2t-E_p\). Because \(E_0\) is concave in \(g\), its slope lies between chords of length \(d\), so \(dE_0/dg\) differs from \(-2g\hbar\omega\) by at most \(\hbar\omega d+2t/d\). At fixed \(d\) this is negligible for large \(g\), and \(s\to1\). Between the limits lies a crossover.

**6. Numbers for a four-site ring**

Take \(t=0.20\) eV and \(\hbar\omega=0.10\) eV. The weak-coupling share is \((1+0.2+0.111+0.2)/4=0.378\), as diagonalization confirms. At \(E_p=0.50\) eV, \(\lambda=0.50/0.40=1.25\) and \(g^2=5\). Energies are in eV:

| \(\lambda\) | \(E_0\) | \(s\) | \(E_{\rm cl}\) | classical share |
|---|---|---|---|---|
| 0.75 | −0.521 | 0.439 | −0.475 | 0.250 |
| 1.00 | −0.567 | 0.489 | −0.511 | 0.644 |
| 1.25 | −0.620 | 0.588 | −0.585 | 0.805 |
| 1.50 | −0.687 | 0.744 | −0.670 | 0.873 |

At \(\lambda=1.25\) the lower bound is \(-0.585-0.150=-0.735\) eV, and \(E_0\) lies inside the window. The density is 0.2500 on each site, although 59% of the distortion accompanies the electron on its own site.

A jump betrays itself when the step of a difference quotient is halved. Across \(\lambda_c\), the classical \(\Delta s/\Delta\lambda\) grows from 13.7 to 26.2 when the half-step falls from 0.01 to 0.005. The quantum rate at its steepest point, \(\lambda=1.41\), stays at 0.659. Polynomial interpolation of the energy over \(0.3\le\lambda\le1.5\) says the same: from 8 to 24 nodes the largest error falls from \(6\times10^{-6}\) to \(7\times10^{-12}\) eV for \(E_0\), but only from \(4\times10^{-3}\) to \(7\times10^{-4}\) eV for \(E_{\rm cl}\), both taken over 61 evenly spaced couplings. With test points added around the kink, the 24-node error of \(E_{\rm cl}\) is \(1\times10^{-3}\) eV.

With \(t\) fixed, lowering \(\hbar\omega\) to 0.05 and 0.025 eV raises the steepest rate to 1.41 and 2.9, at \(\lambda=1.18\) and 1.05. Some such growth is unavoidable: if the rates stayed bounded, the limit of \(E_0\) could not have the kink of \(E_{\rm cl}\). For \(\hbar\omega=0.20\) eV the rate is 0.28 at \(\lambda=1.57\) and peaks at about 0.29 near \(\lambda=1.7\). Six sites at 0.10 eV give 0.670 at \(\lambda=1.35\) and fourteen sites about 0.66 at \(\lambda=1.34\), close to the four-site result.

**7. Consequences for the oxide**

The parameters are illustrative, chosen with electron polarons in titanium dioxide switching layers in mind; they are not a calculation of that material. At \(E_p=0.50\) eV the six-site polaron bandwidth is 25 meV, against 800 meV without phonons. At 358 K, \(k_BT=31\) meV, and a field of 1 MV/cm drops 30 meV across a 0.30 nm site spacing. Both exceed the bandwidth. The thermal energy therefore populates all band momenta, not only \(K=0\). In the field, energy conservation limits coherent motion within the band to a distance of bandwidth divided by force, here less than one site spacing. An extended band state is thus a poor description of transport under these conditions, even though the ground state of the perfect ring is extended.

Real layers also break translational symmetry. Lowering one of the four sites by 50 meV puts 0.30 electron there at \(E_p=0.10\) eV, but 0.75 at 0.50 eV. A localized charge is thus no evidence for a critical coupling: a modest defect potential can pin a heavy polaron.

One omission whose size can be estimated is long-range coupling. With assumed permittivities of 6 (fast) and 100 (static), the polarization energy outside 0.30 nm is 0.38 eV, comparable with \(E_p\). Adding a coupling to each neighbouring site 0.3 times the on-site one, at fixed \(E_p\), keeps the off-diagonal signs and hence the ring proof. On four sites the rate is then 0.10 at \(\lambda=1.57\) and peaks at about 0.16 near \(\lambda=2.3\): the crossover is broader and moves to stronger coupling. Three-dimensional hopping, anharmonic lattice motion and interaction between carriers are not sized here.

**Requested revision**

The kink should be presented as a property of the classical-lattice energy, together with the size and shape of the lattice on which it was found. For one carrier in this model at finite \(\hbar\omega\), "phase transition" should be replaced by "crossover", and \(\lambda_c\) should not be used as a material threshold. The numerical output lists the values of sections 6 and 7 for four and six sites, couplings up to \(\lambda=1.57\) and the 61-point test grid.

## Values computed for the example and the checks

```
hopping t = 0.20 eV, phonon energy = 0.10 eV
working point: Ep = 0.50 eV, lambda = 1.25, g^2 = 5.0
E0 at working point: sector -0.620110 eV, raw -0.620110 eV
raw ring, first excitation: 22.223 meV
electron density per site: 0.2500 0.2500 0.2500 0.2500
distortion share at distance 0,1,2,3 sites: 0.5875 0.1626 0.0873 0.1626
weak-coupling share: formula 0.3778, diagonalization 0.3778
lambda=1, uniform mode removed: -E''(g) = 0.1566 eV, bound 0.3069 eV
classical stability limit, 4 sites: lambda = 1.0000
classical stability limit, 12 sites: lambda = 0.4019
classical kink, 4 sites: lambda_c = 0.9136, share jumps 0.2500 -> 0.5014
classical rate of share, step 0.01: 13.73, step 0.005: 26.22
lambda | E0 (eV) | share | sector gap (eV) | classical E (eV) | share
0.25 | -0.43842 | 0.3913 | 0.1745 | -0.42500 | 0.2500
0.50 | -0.47843 | 0.4101 | 0.1495 | -0.45000 | 0.2500
0.75 | -0.52076 | 0.4387 | 0.1226 | -0.47500 | 0.2500
1.00 | -0.56687 | 0.4887 | 0.0935 | -0.51148 | 0.6437
1.25 | -0.62011 | 0.5875 | 0.0687 | -0.58533 | 0.8051
1.50 | -0.68651 | 0.7441 | 0.0611 | -0.66964 | 0.8733
quantum interpolation error, 8/16/24 nodes (eV): 5.9e-06 3.2e-09 6.5e-12
classical interpolation error, 8/16/24 nodes (eV): 3.9e-03 1.5e-03 7.3e-04
phonon energy (eV) | steepest lambda | rate, step 0.01 | step 0.005
0.200 | 1.57 | 0.279 | 0.279
0.100 | 1.41 | 0.659 | 0.659
0.050 | 1.18 | 1.413 | 1.415
0.025 | 1.05 | 2.887 | 2.908
six sites, 0.10 eV: steepest lambda 1.35, rate 0.670, half step 0.670
neighbour coupling 0.3, 4 sites: steepest lambda 1.57, rate 0.102, half step 0.102
six sites: E0 = -0.61325 eV, polaron bandwidth 25.38 meV, bare 800 meV
at 358 K: kT = 30.85 meV, phonons per mode 0.0407
field 1.0 MV/cm over 0.30 nm: 30.0 meV per site
site lowered by 50 meV holds 0.3032 electron at Ep=0.10 eV, 0.7477 at Ep=0.50 eV
long-range polarization energy outside 0.30 nm (permittivities 6, 100): 0.376 eV
```
